Why smooth disorder leaves one open channel in a zigzag graphene ribbon

Time reversal reverses every velocity and sends the Bloch wavenumber k to −k. In a zigzag graphene ribbon it therefore exchanges the two valleys, the regions of k around the two Dirac points. If one valley has one more left mover than right movers, the other must have one more right mover than left movers. Disorder that cannot move an electron between valleys then faces a mismatch: in the second valley, n+1 incoming waves from the left have only n waves into which they can be reflected. Some combination of the incoming waves cannot be reflected at all. The shape of the reflection matrix, and not the strength of the disorder, fixes one transmission probability at 1.

It remains to show that the imbalance exists, and to find what "smooth" must mean for the argument to hold.

**The ribbon and its mode count**

Take N zigzag lines along x, with period a and nearest-neighbour hopping −t. Electrons are independent and phase-coherent, and spin enters at the end as a factor 2. Energies are measured from the Dirac point. Line m has sites A and B with amplitudes α_m and β_m. Each site has two neighbours on its own line, at ±a/2 along x, whose Bloch phases add to

g = exp(ika/2) + exp(−ika/2) = 2 cos(ka/2).

The third neighbour, on the adjacent line, has the same x. Hence

E α_m = −t (g β_m + β_{m−1}),
E β_m = −t (g α_m + α_{m+1}), with β_0 = α_{N+1} = 0.

Call 0 < ka < π valley V and −π < ka < 0 valley V̄. The spectrum is needed only at the two ends of V.

At ka = π, g = 0. Then α_1 and β_N are coupled to nothing and have zero energy; these are the edge states. The other sites form N−1 isolated pairs (β_{m−1}, α_m) with energies ±t.

At k = 0, g = 2. Write H = −t(2X + Y), where X exchanges α_m and β_m, and Y exchanges β_{m−1} and α_m while deleting the two unpaired end amplitudes. X preserves the length of a vector ψ and Y cannot increase it, so

‖Hψ‖ ≥ t(2‖Xψ‖ − ‖Yψ‖) ≥ t‖ψ‖.

No level has |E| < t. Changing the sign of all β_m turns a solution at E into one at −E, so N levels lie below zero and N above.

Now follow the bands from k = 0 to ka = π at fixed E, away from subband extrema. A band that rises through E is a right mover, since its velocity is (1/ħ)dE/dk > 0, and it removes one level from those below E. A falling band is a left mover and adds one. For 0 < E < t,

(right − left movers in V) = N_below(0) − N_below(π) = N − (N+1) = −1.

For −t < E < 0 the result is N − (N−1) = +1. Time reversal gives the opposite sign in V̄. So for 0 < E < t valley V has n right movers and n+1 left movers, and V̄ has n+1 right movers and n left movers. The imbalance comes from the band that falls to the edge states at ka = π and so joins the two valleys.

**From the count to the conductance**

Send in waves from the left, normalized to unit flux. Within V̄ the reflection matrix has n rows and n+1 columns. The condition of no reflection within V̄ is n linear equations for n+1 amplitudes, so it has a unit solution v. This wave can be reflected only into V, through the intervalley block r_inter. Flux conservation gives

T(v) = 1 − ‖r_inter v‖² ≥ 1 − ‖r_inter‖²,

where ‖r_inter‖ is the largest singular value of the block. The conductance per spin is (e²/h) Tr(t†t), with t here the transmission matrix. This trace is at least T(v), so

G ≥ (e²/h)(1 − ‖r_inter‖²).

Mixing of valleys in transmission does no harm to this bound; only intervalley reflection enters. When n = 0 there is a single mode in each direction, all reflection is intervalley, and the bound becomes an equality.

If the valleys do not mix at all, the other channels can be found too. Let r and t be the V̄ matrices for incidence from the left, and t′ the V̄ transmission matrix for incidence from the right. Unitarity gives

r†r + t†t = 1 (size n+1),
r r† + t′t′† = 1 (size n).

The matrix r†r has the n eigenvalues ρ_i of r r† and one further eigenvalue, 0. Thus t†t has eigenvalues 1 and τ_i = 1 − ρ_i, while t′t′† has just the τ_i. Time reversal identifies left-to-right transmission in V with right-to-left transmission in V̄, so V contributes the same τ_i again:

G = (e²/h)(1 + 2 Σ τ_i), i = 1 … n.

The unprotected channels come in equal pairs. In a long coherent wire one expects them to localize, which would bring G down to e²/h per spin. That expectation is not proved here.

**A ribbon in numbers**

Take N = 30, with the rough typical graphene values t = 2.7 eV and a = 0.246 nm. The width is 6.25 nm. At E = 0.2t = 0.54 eV the Fermi level lies between the second and third conduction subband minima, at 0.400 and 0.671 eV. Valley V has left movers at ka/π = 0.600 and 0.632 and one right mover at 0.726. The lowest band falls through E first, at 0.600, and is the unpaired one. The second band supplies the other two.

The disorder is a sum of Gaussian bumps of random sign and range 0.984 nm (4a), scaled so that the largest |U| is 0.378 eV. With six new samples at each length, the mean conductance per spin, in e²/h, is

12.3 nm: 1.99
49.2 nm: 1.44
196.8 nm: 1.22

Here n = 1, so the mean of the single τ is (G − 1)/2 = 0.49, 0.22 and 0.11, each uncertain by up to roughly 0.1 with only six samples. The decay is clear but unfinished: at the greatest length the samples still run from 1.004 to 1.63. None of the 18 samples falls below 1, and the largest ‖r_inter‖² among them is 7.7 × 10⁻⁹.

The pairing shows better with more modes. One sample at 0.81 eV, 24.6 nm long and with largest |U| = 0.54 eV, has transmission eigenvalues 1.000, 0.833, 0.833, 0.004 and 0.004. Their sum is 1 + 2(0.833 + 0.004) = 2.67.

**What smoothness does**

Consider a weak bump U = u exp(−x²/2s²), uniform across the ribbon, with one mode per direction at wavenumbers ∓k₀. The incoming and reflected waves have the same real transverse profile w_i, normalized over one cell. To first order in u,

|r| = (a/ħ|v|) |Σ U(x) w_i² exp(−2ik₀x)|,

where v is now the mode velocity and the sum runs over all sites. Because the sites repeat with period a, the sum contains the Fourier components of U at 2k₀ and at 2k₀ shifted by multiples of 2π/a. For π/2 < k₀a < π the smallest is

q = 2π/a − 2k₀.

Sites at x = ja and at x = (j+½)a enter this component with opposite signs. Let M be the sum of w_i² over the first kind minus that over the second. For odd N, the symmetry that exchanges α_m and β_{N+1−m} makes M zero, so take N even here. The Fourier integral of the bump is √(2π) u s exp(−q²s²/2), so once s is large enough for the other components to be negligible,

|r| ≈ √(2π) |u| s |M| exp(−q²s²/2) / (ħ|v|).

Smoothness suppresses valley reflection very strongly, but does not forbid it. For the same ribbon at 0.27 eV, q = 9.12 nm⁻¹. Raising s from 1.4a to 1.7a at fixed u = 0.08 meV should multiply |r| by 0.1167; the full scattering solution gives 0.1180, about 1% above the law.

This law is for very weak bumps: near u = 3 meV, higher orders in u already change |r| by tens of per cent. For the random potential at 0.54 eV, with length 36.9 nm and largest |U| = 0.378 eV held fixed, the mean ‖r_inter‖² over three samples falls from 1.3 × 10⁻³ at range 0.123 nm to 1.8 × 10⁻¹⁰ at 0.984 nm. Between 0.246 and 0.492 nm it falls by a factor of about 35. This figure is only a rough guide, since other sets of three samples give from 10 to several hundred, but it is far less than the factor of order 10⁷ from the Gaussian exponential. Higher orders in U matter here: with the largest |U| ten times smaller the factor rises to about 4 × 10⁴. A plausible picture is that several small momentum transfers together achieve what one large transfer cannot.

**Smooth is not enough**

The mode count changes sign with E. Where a smooth potential lifts both edges above the Fermi energy, the local energy E − U is negative there and the excess direction in each valley is reversed. The edges decide because, for |E − U| < t, only the two edge levels at ka = π can cross E: with one edge lifted the count is 0, and a hill confined to the interior leaves it unchanged. Where the count has changed, the protected wave has no matching excess mode in its own valley.

For even N and a barrier uniform across the ribbon, the outcome follows from parity. The mirror P exchanges α_m and β_{N+1−m}. The operation C, which changes the sign of all β_m, takes E to −E at the same k. Exchanging A and B reverses the sign pattern of C, so PC = −CP. The lowest conduction band and its partner, the highest valence band, therefore have opposite parity. If these are the only bands available, the incoming wave finds no travelling state of its own parity under the barrier and can only decay.

With N = 12, E = 0.27 eV and a smooth barrier 9.8 nm wide at half height, G is 1.000 e²/h per spin for a height of 0.135 eV and 2 × 10⁻¹⁰ for 0.675 eV. With N = 13, where this mirror is absent, both barriers give 1.00. Crossing the Fermi energy at an edge thus removes the guarantee without always blocking the current. In the 6.25 nm ribbon with independent electrons the condition is met, since E − U never falls below 0.540 − 0.378 = 0.162 eV.

**Beside a real ribbon**

One open channel with two spins has conductance 2e²/h = 77.5 μS, or 12.9 kΩ between ideal contacts. The doping assumed here is heavy. With ħv = (√3/2)ta = 0.575 eV nm for extended graphene, 0.54 eV corresponds to a density (E/ħv)²/π of about 2.8 × 10¹³ cm⁻². The ideal ribbon needs more, about 6.4 × 10¹³ cm⁻², because the nearly flat edge states in its lowest conduction band must be filled as well. The assumption most at risk is the perfect edge, since etched edges are rough on the atomic scale. Removing 10% of the outermost atoms from a 73.8 nm stretch, with the smooth disorder kept, raises the mean ‖r_inter‖² to 0.76, so the guaranteed mean conductance drops from 1 to 0.24 e²/h per spin. The computed mean over these six samples is 1.01, but this nearness to 1 is accidental, not protection: the bound no longer requires it. Thirty further samples give a mean near 0.7, with single values from 0.14 to 1.4, most of them below 1, and a mean ‖r_inter‖² of 0.86. Strong atomic disorder, uniform within ±2.7 eV on every site over the same length, reduces the mean to zero at the printed precision.

Other neglected effects are less direct. Second-neighbour hopping of −0.27 eV, with the same sign as the nearest-neighbour hopping −t, moves the edge level at ka = π to 0.27 eV below the Dirac point; the count at 0.54 eV stays −1, while at −0.135 eV it becomes −1 instead of +1. Edge magnetism is a more serious concern. A mean-field estimate for the neutral ribbon, with on-site repulsion 2.7 eV, splits the edge levels to ±0.37 eV. The count at 0.54 eV survives, but the lowest local energy, 0.162 eV, would lie inside the splitting, where one edge level is below and one above. If such a disorder peak lies at an edge, the count there can become N − N = 0, and the guarantee would be lost. That estimate is for the neutral ribbon. At the doping assumed here, about one extra electron per cell, the same mean field gives no edge moment, but the charge in the filled edge states raises both edge levels to about 0.25 eV, with the Fermi level near 0.54 eV. The margin at an edge is then about 0.29 eV, less than the 0.378 eV disorder peak, so the guarantee can again be lost. The second-neighbour shift acts in the opposite direction; the two were not computed together, and long-range Coulomb repulsion is not included.

At 300 K, kT is 26 meV and the thermal weight below the Dirac point of the clean leads is about 10⁻⁹. Where the disorder peaks at 0.378 eV the margin is only 0.162 eV, and the weight below the local Dirac point is 1/(1 + exp(0.162 eV/kT)) ≈ 0.002. Thermal smearing therefore reaches the reversed count only with small weight. A zone-boundary phonon of roughly 0.16 eV, which can change the valley, has a thermal occupation of 0.002; zone-boundary branches of lower energy are more populated. Phonon emission and other causes of lost phase coherence limit the length over which these coherent results apply, while contact resistance adds to the measured resistance. None of these is computed here. The numerical output lists most, but not all, of the values quoted here.

Calculated quantities

```
Zigzag lines N = 30; width = 6.25 nm
Hopping t = 2.7 eV; period a = 0.246 nm (rough typical)
Fermi energy E = 0.2 t = 0.540 eV
Second, third conduction subband minima = 0.400, 0.671 eV
Valley V (k>0): 1 right movers, 2 left movers
  ka/pi right: [0.7261]  left: [0.5997 0.6323]
Valley Vbar (k<0): 2 right movers, 1 left movers
  ka/pi right: [-0.6323 -0.5997]  left: [-0.7261]
Smooth disorder: range 0.984 nm, max |U| = 0.378 eV, 6 samples per length
  L =   12.3 nm: G mean 1.98681, min 1.326020, max 2.40974 e^2/h per spin; rms U 0.114 eV
  L =   49.2 nm: G mean 1.43689, min 1.044737, max 2.48758 e^2/h per spin; rms U 0.116 eV
  L =  196.8 nm: G mean 1.22319, min 1.003642, max 1.63300 e^2/h per spin; rms U 0.107 eV
Largest intervalley reflection |r_inter|^2 = 7.69e-09
One channel, two spins: 2e^2/h = 77.48 uS, resistance 12.906 kohm
Eigenvalues at E = 0.81 eV, max |U| = 0.54 eV, L = 24.6 nm:
   [1.      0.83264 0.83264 0.00384 0.00384]
Disorder range scan, L = 36.9 nm, 3 samples each:
  range 0.123 nm: mean |r_inter|^2 = 1.33e-03
  range 0.246 nm: mean |r_inter|^2 = 1.19e-05
  range 0.492 nm: mean |r_inter|^2 = 3.40e-07
  range 0.984 nm: mean |r_inter|^2 = 1.77e-10
Weak bump at E = 0.27 eV: q = 9.123 1/nm
  |r| ratio, ranges 1.7a and 1.4a: solved 0.11800, law 0.11671
Smooth barrier at E = 0.27 eV, plateau 9.8 nm, uniform across the ribbon:
  N = 12: G = 1.00000 for U = 0.135 eV, 2.27e-10 for U = 0.675 eV
  N = 13: G = 1.00000 for U = 0.135 eV, 1.00e+00 for U = 0.675 eV
Comparisons at L = 73.8 nm, 6 samples each:
  atomic disorder, uniform in +-2.7 eV: mean G = 0.0000, |r_inter|^2 = 1.000
  smooth + 10% missing edge atoms: mean G = 1.0106, |r_inter|^2 = 0.760
Second-neighbour hopping 0.27 eV: edge level at ka = pi is -0.270 eV from Dirac point
  right minus left movers in V: -1 at E = 0.54 eV, -1 at -0.135 eV
Mean-field edge magnetism, U = 2.7 eV, neutral: edge moment 0.277 mu_B
  edge levels at ka = pi: +-0.373 eV
kT at 300 K = 25.85 meV; thermal weight below Dirac point = 8.5e-10
Zone-boundary phonon, rough 0.16 eV: occupation at 300 K = 2.06e-03
```
